\section*{Diagonal electron--phonon coupling and the Kohn--Sham eigenvalue slope in N$_2$, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I am working through an exercise on electron--phonon coupling: show with the Hellmann--Feynman theorem that the diagonal zone-centre coupling $g_{nn}$ of a nondegenerate level equals the slope of its eigenvalue along the frozen mode, and verify this for the HOMO of N$_2$.

For a fixed external Hamiltonian I can do the proof. For Kohn--Sham theory I am stuck on three things. First, the Hamiltonian depends on its own orbitals through the density, so I do not see why the theorem should apply. Second, for forces on nuclei only the derivative of the bare electron--nucleus potential is needed, so I used that here. In LDA at $R=2.07$ bohr, with a basis of 100 Gaussians, I get $\langle\psi|\partial_R V_{\rm ext}|\psi\rangle=0.139$ Ha/bohr. Repeating the ordinary calculation at two nearby bond lengths gives an eigenvalue slope of $0.017$ Ha/bohr. Third, $g$ is an energy and the slope is an energy per length, so a factor is missing. What is the correct statement, and how is it checked?

\section*{Answer}

The statement holds once three things are fixed: the length that turns the slope into an energy, the potential that is differentiated, and the behaviour of the basis when the nuclei move. Hartree atomic units are used throughout ($\hbar=m_e=e=1$), and a prime means $d/dR$.

\subsection*{The mode and the missing length}

Put the two nuclei, each of mass $M$, on the $z$ axis at $z_1=-R/2$ and $z_2=+R/2$. In the Born--Oppenheimer and harmonic approximations the energy near equilibrium is $\tfrac12 k\,\delta R^2$, with $\delta R=\delta z_2-\delta z_1$ and $k=E''(R)$. In the mass-weighted coordinates $x_A=\sqrt M\,\delta z_A$ the kinetic energy is $\tfrac12\sum_A\dot x_A^2$ and the potential is $\tfrac{k}{2M}(x_2-x_1)^2$, so the Hessian is
\begin{equation}
\frac{k}{M}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
\end{equation}
Acting on $(1,1)$ it gives zero, which is the rigid translation. Acting on $e=(-1,1)/\sqrt2$ it gives $(2k/M)\,e$, so $\omega^2=2k/M=k/\mu$ with $\mu=M/2$. With $x_A=e_AQ$,
\begin{equation}
\delta R=\frac{(e_2-e_1)Q}{\sqrt M}=\sqrt{\frac2M}\,Q=\frac{Q}{\sqrt\mu}.
\end{equation}
The coordinate $Q$ is an oscillator of unit mass, so $Q=(2\omega)^{-1/2}(b+b^\dagger)$ and
\begin{equation}
\delta R=\ell\,(b+b^\dagger),\qquad \ell=\frac{1}{\sqrt{2\mu\omega}} .
\end{equation}
Since $b|1\rangle=|0\rangle$, we have $\langle0|\delta R|1\rangle=\ell$. Since $\langle0|(b+b^\dagger)^2|0\rangle=\langle0|bb^\dagger|0\rangle=1$, the length $\ell$ is also the root-mean-square zero-point stretch.

Let $H(R)=T+V_{\rm KS}(\mathbf r;R)$ be the self-consistent Kohn--Sham Hamiltonian with the nuclei frozen at separation $R$. The kinetic operator $T$ does not depend on $R$. To first order in the displacement, $H\approx H(R)+V_{\rm KS}'\,\ell\,(b+b^\dagger)$, and the coupling is defined as the coefficient of $b+b^\dagger$ between two orbitals:
\begin{equation}
g_{mn}=\ell\,\langle\psi_m|V_{\rm KS}'|\psi_n\rangle .
\label{def}
\end{equation}
The sign of $e$ is a convention. Here positive $Q$ is a stretch, and the opposite choice flips the sign of every $g_{mn}$. The definition is static: the electrons are taken to relax fully at each frozen geometry, which requires $\omega$ to be small compared with the gaps between occupied and empty orbitals.

A molecule has only this kind of mode. In a crystal, a zone-centre mode displaces every cell alike, so the lattice periodicity survives, the crystal momentum $\mathbf k$ stays a good label, and $\varepsilon_{n\mathbf k}$ is a function of the frozen amplitude. A mode of wavevector $\mathbf q$ connects $\mathbf k$ to $\mathbf k+\mathbf q$, so away from the zone centre there is no diagonal element to compare with a slope. Where $\mathbf k$ and $\mathbf k+\mathbf q$ are degenerate, a frozen mode still splits the levels linearly, but the slopes are then set by the off-diagonal element.

\subsection*{Hellmann--Feynman for a self-consistent eigenvalue}

Solve the self-consistent problem at each $R$, with the same occupations, and collect the resulting operators. This gives a family of Hermitian operators $H(R)$ labelled by one number. The theorem concerns such a family and does not ask how its members were found. Let $H\psi_n=\varepsilon_n\psi_n$ with $\langle\psi_n|\psi_n\rangle=1$ at every $R$. The product rule applied to $\varepsilon_n=\langle\psi_n|H|\psi_n\rangle$ gives
\begin{equation}
\varepsilon_n'=\langle\psi_n'|H|\psi_n\rangle+\langle\psi_n|H'|\psi_n\rangle+\langle\psi_n|H|\psi_n'\rangle .
\end{equation}
In the first term $H|\psi_n\rangle=\varepsilon_n|\psi_n\rangle$. In the third, $\langle\psi_n|H=\varepsilon_n\langle\psi_n|$ because $H$ is Hermitian and $\varepsilon_n$ is real. The two terms add to
\begin{equation}
\varepsilon_n\big(\langle\psi_n'|\psi_n\rangle+\langle\psi_n|\psi_n'\rangle\big)=\varepsilon_n\frac{d}{dR}\langle\psi_n|\psi_n\rangle=0 .
\end{equation}
With $H'=V_{\rm KS}'$ and Eq.~(\ref{def}),
\begin{equation}
g_{nn}=\ell\,\langle\psi_n|V_{\rm KS}'|\psi_n\rangle=\ell\,\frac{d\varepsilon_n}{dR}.
\label{main}
\end{equation}
To first order, $g_{nn}$ is the shift of the level when the bond is stretched by one zero-point length. The change of the orbital in the bra and the ket has dropped out. The change of the density inside $H$ has not, because $H'$ is the total derivative along the family.

Nondegeneracy enters through the existence of $\psi_n'$. Differentiating the eigenvalue equation gives
\begin{equation}
(H-\varepsilon_n)\psi_n'=(\varepsilon_n'-H')\psi_n .
\label{stern}
\end{equation}
Project on another eigenstate $\psi_m$. The left side becomes $(\varepsilon_m-\varepsilon_n)\langle\psi_m|\psi_n'\rangle$, and the right side becomes $-\langle\psi_m|H'|\psi_n\rangle$ by orthogonality, so
\begin{equation}
\langle\psi_m|\psi_n'\rangle=-\frac{\langle\psi_m|H'|\psi_n\rangle}{\varepsilon_m-\varepsilon_n}.
\label{first}
\end{equation}
This is finite when no other level shares $\varepsilon_n$. For a degenerate level with orthonormal states $\phi_j$, write the branch being followed as $\psi=\sum_ja_j\phi_j$ and project Eq.~(\ref{stern}) on $\phi_i$. The left side vanishes, which leaves $\sum_j\langle\phi_i|H'|\phi_j\rangle a_j=\varepsilon'a_i$. The slopes are then the eigenvalues of the block of $H'$, and a diagonal element in an arbitrary basis of the block need not equal any of them.

\subsection*{Why the force is bare and the vertex is screened}

The total energy is $E[n;R]=F_{\rm HK}[n]+\int nV_{\rm ext}\,d^3r+Z^2/R$, where $F_{\rm HK}$ has no explicit dependence on $R$. The chain rule gives
\begin{equation}
\frac{dE}{dR}=\int nV_{\rm ext}'\,d^3r-\frac{Z^2}{R^2}+\int\frac{\delta E}{\delta n(\mathbf r)}\,n'(\mathbf r)\,d^3r .
\end{equation}
At the ground-state density $\delta E/\delta n$ is a constant, the Lagrange multiplier for the electron number, and $\int n'\,d^3r=0$ because that number is fixed. The last term vanishes, so in a complete basis the force needs the bare derivative only. A single eigenvalue is not the quantity that the density minimizes, and nothing removes $n'$ from its derivative. In LDA,
\begin{equation}
V_{\rm KS}(\mathbf r)=V_{\rm ext}(\mathbf r)+\int\frac{n(\mathbf r_1)}{|\mathbf r-\mathbf r_1|}d^3r_1+v_{\rm xc}\big(n(\mathbf r)\big).
\end{equation}
The Hartree term is linear in $n$ and the last term is an ordinary function of the local density, so
\begin{equation}
V_{\rm KS}'(\mathbf r)=V_{\rm ext}'(\mathbf r)+\int\frac{n'(\mathbf r_1)}{|\mathbf r-\mathbf r_1|}d^3r_1+f_{\rm xc}(\mathbf r)\,n'(\mathbf r),\qquad f_{\rm xc}=\frac{dv_{\rm xc}}{dn}.
\label{screen}
\end{equation}
Your $0.139$ Ha/bohr is the first of these three terms.

\subsection*{The screened vertex from linear response}

A check has force only if $n'$ is found without using the displaced calculations that supply the slope. Take a closed shell with real orbitals, $n=2\sum_i\psi_i^2$, with $i,j$ occupied and $a,b$ empty. Then $n'=4\sum_i\psi_i\psi_i'$. Expand $\psi_i'=\sum_jU_{ji}\psi_j+\sum_aU_{ai}\psi_a$. Differentiating $\langle\psi_j|\psi_i\rangle=\delta_{ij}$ gives $U_{ij}+U_{ji}=0$. The product $\psi_i\psi_j$ is symmetric in $i,j$, so $\sum_{ij}U_{ji}\psi_i\psi_j=0$ and
\begin{equation}
n'=4\sum_{ai}U_{ai}\,\psi_a\psi_i .
\label{dn}
\end{equation}
Degeneracies among occupied orbitals, such as the $\pi$ pair, therefore do not affect $n'$. Equation~(\ref{first}) gives $(\varepsilon_a-\varepsilon_i)U_{ai}=-\langle a|V_{\rm KS}'|i\rangle$. Inserting Eqs.~(\ref{screen}) and (\ref{dn}) and moving the terms that contain $U$ to the left yields
\begin{equation}
(\varepsilon_a-\varepsilon_i)U_{ai}+4\sum_{bj}K_{ai,bj}U_{bj}=-\langle a|V_{\rm ext}'|i\rangle,
\label{cpks}
\end{equation}
\begin{equation}
K_{ai,bj}=\iint\frac{\psi_a\psi_i(\mathbf r)\,\psi_b\psi_j(\mathbf r_1)}{|\mathbf r-\mathbf r_1|}d^3r\,d^3r_1+\int\psi_a\psi_i\,f_{\rm xc}\,\psi_b\psi_j\,d^3r .
\end{equation}
This linear system uses quantities at the undisplaced geometry only. Equation~(\ref{main}) assumes that the self-consistent solution being followed is differentiable in $R$. The matrix of this system is symmetric. If it is invertible, it fixes $U$ and hence $n'$ uniquely. If it is singular and the right side has a component along a null vector, there is no solution and $n'$ does not exist. If that component vanishes, as for a zero mode of a different symmetry from the displacement, a smooth branch can still exist, but the linear system alone no longer fixes $n'$.

The bare matrix follows from translation invariance. For basis functions centred at $\mathbf A$ and $\mathbf B$ and a nucleus at $\mathbf C$, the integral
\begin{equation}
I=\int\frac{\chi_\mu(\mathbf r-\mathbf A)\,\chi_\nu(\mathbf r-\mathbf B)}{|\mathbf r-\mathbf C|}\,d^3r
\end{equation}
is unchanged when all three points shift together, so $\partial_{C_z}I=-\partial_{A_z}I-\partial_{B_z}I$. Because $\partial_{A_z}\chi_\mu(\mathbf r-\mathbf A)=-\partial_z\chi_\mu$, the two minus signs cancel:
\begin{equation}
\partial_{C_z}I=\Big\langle\partial_z\chi_\mu\Big|\frac1{|\mathbf r-\mathbf C|}\Big|\chi_\nu\Big\rangle+\Big\langle\chi_\mu\Big|\frac1{|\mathbf r-\mathbf C|}\Big|\partial_z\chi_\nu\Big\rangle .
\end{equation}
With $V_{\rm ext}=-Z\sum_A|\mathbf r-\mathbf R_A|^{-1}$, $dz_1/dR=-\tfrac12$ and $dz_2/dR=+\tfrac12$,
\begin{equation}
\langle\chi_\mu|V_{\rm ext}'|\chi_\nu\rangle=-\frac Z2\Big(\partial_{C_z}I\big|_{\mathbf C=\mathbf R_2}-\partial_{C_z}I\big|_{\mathbf C=\mathbf R_1}\Big).
\end{equation}

\subsection*{What a finite basis does to the theorem}

In a basis, $\psi=\sum_\mu c_\mu\chi_\mu$ with $Fc=\varepsilon Sc$ and $c^TSc=1$, where $F_{\mu\nu}=\langle\chi_\mu|H|\chi_\nu\rangle$ and $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$ are real symmetric matrices. Differentiating the matrix equation gives
\begin{equation}
F'c+Fc'=\varepsilon'Sc+\varepsilon S'c+\varepsilon Sc' .
\end{equation}
Multiply from the left by $c^T$. Symmetry gives $c^TF=\varepsilon c^TS$, so $c^TFc'$ cancels against $\varepsilon c^TSc'$, and $c^TSc=1$ leaves
\begin{equation}
\varepsilon'=c^T(F'-\varepsilon S')c .
\label{gen}
\end{equation}

If the basis functions and the integration grid stay where they are while the nuclei move, then $S'=0$ and $F'_{\mu\nu}=\langle\chi_\mu|H'|\chi_\nu\rangle$. Equation~(\ref{gen}) is then Eq.~(\ref{main}) exactly, however poor the basis. Equation~(\ref{cpks}) also holds exactly within that basis, since $\psi_i'$ lies in the span of the fixed functions.

If the functions follow the atoms, as in your two displaced calculations, the product rule gives (with integrals taken as exact)
\begin{align}
F'_{\mu\nu}&=\langle\chi_\mu'|H|\chi_\nu\rangle+\langle\chi_\mu|H'|\chi_\nu\rangle+\langle\chi_\mu|H|\chi_\nu'\rangle,\\
S'_{\mu\nu}&=\langle\chi_\mu'|\chi_\nu\rangle+\langle\chi_\mu|\chi_\nu'\rangle .
\end{align}
Define $\tilde\psi=\sum_\mu c_\mu\chi_\mu'$. Contracting with $c$ on both sides, the first and third terms of $F'$ give $2\langle\tilde\psi|H|\psi\rangle$ for real functions and Hermitian $H$, and $S'$ gives $2\langle\tilde\psi|\psi\rangle$. Hence
\begin{equation}
\varepsilon'=\langle\psi|H'|\psi\rangle+2\langle\tilde\psi|(H-\varepsilon)|\psi\rangle .
\label{pulay}
\end{equation}
The second term is the Pulay term. The equation $Fc=\varepsilon Sc$ says that the residual $(H-\varepsilon)\psi$ is orthogonal to every $\chi_\mu$, so the Pulay term vanishes when $\tilde\psi$ lies in the span of the basis. For an $s$ Gaussian,
\begin{equation}
\partial_{A_z}e^{-\alpha|\mathbf r-\mathbf A|^2}=2\alpha\,(z-A_z)\,e^{-\alpha|\mathbf r-\mathbf A|^2},
\end{equation}
which is a $p$ Gaussian of the same exponent. A basis with tight $s$ functions and no equally tight $p$ functions does not contain its own derivatives. The same lack harms the fixed basis in another way: a core orbital built from tight $s$ functions needs those $p$ functions to follow its nucleus. In the complete-basis limit both schemes give the exact Kohn--Sham eigenvalue at every $R$, and the two slopes coincide. In a finite basis they are slopes of two different functions $\varepsilon(R)$ that agree at the reference geometry. Note also that $c^TF'c$ in a moving basis is not the vertex, since it contains $2\langle\tilde\psi|H|\psi\rangle$.

For a nondegenerate Kohn--Sham level, the diagonal coupling is the zero-point length times the eigenvalue slope, provided the full screened potential is differentiated; this is exact in a fixed basis, while a moving basis adds a Pulay term. What remains is to check this in numbers for the HOMO of N$_2$ and to state the limits of the result.
